**Error amplification in the Darken–Kirkendall inversion**

At an equiatomic marker plane, the slow intrinsic diffusivity D_B has relative error ε√((r² + 1)/2). Here r = D_A/D_B is the intrinsic ratio, and ε is the independent relative error of both the interdiffusivity D and the difference Δ = D_A − D_B. The program simulates a couple from the two lattice-frame flux laws alone and asserts that D, Δ and both intrinsic diffusivities are recovered from the final profile and marker shift. It also asserts the error formula against random sampling for two ratios and three correlations, and for uniformly distributed errors at r = 9. Further assertions cover a gradient error shared by both data, the use of volume fractions when molar volumes differ, and the smaller error obtained when the ratio is measured separately. For r = 9 and ε = 10 percent, the output gives an error of 64.0 percent for the slow diffusivity and 7.11 percent for the fast one. The slow error falls to 13.5 percent if the ratio itself is measured independently to 10 percent.

## Verification by program

```python
"""
Result under test: at the equiatomic marker plane of a binary couple, with
independent relative errors eps in the interdiffusivity D and in the intrinsic
difference Delta = D_A - D_B, the slow intrinsic diffusivity D_B has relative
error eps*sqrt((r^2+1)/2), where r = D_A/D_B (A fast, B slow).
With correlation rho: eps*sqrt((r^2+1)/2 - rho*(r^2-1)/2).
The Darken relations are tested by a simulation that knows only the two
intrinsic flux laws in cells attached to the lattice (cell walls = markers).
Simulation units: diffusivity 1e-11 cm2/s, time = the whole anneal.
"""
import numpy as np
from scipy import constants
from scipy.stats import norm


def anneal(D_A, D_B, x_left, x_right, V_A=1.0, V_B=1.0, cells=400, half=18.0):
    """Diffuse A and B atoms for unit time; return data at the marker wall."""
    middle = cells // 2
    width = np.full(cells, 2 * half / cells)
    x = np.where(np.arange(cells) < middle, x_left, x_right)
    atoms = width / (x * V_A + (1 - x) * V_B)
    a, b = atoms * x, atoms * (1 - x)
    left_fraction = x_left * V_A / (x_left * V_A + (1 - x_left) * V_B)
    steps = int(np.ceil(2 * max(D_A, D_B) / (0.4 * width[0] ** 2)))
    dt = 1.0 / steps
    for _ in range(steps):
        width = a * V_A + b * V_B
        gap = 0.5 * (width[1:] + width[:-1])
        moved_a = -D_A * dt * np.diff(a / width) / gap
        moved_b = -D_B * dt * np.diff(b / width) / gap
        a[:-1] -= moved_a
        a[1:] += moved_a
        b[:-1] -= moved_b
        b[1:] += moved_b
    width = a * V_A + b * V_B
    f = a * V_A / width                      # volume fraction of A
    wl, wr = width[middle - 1], width[middle]
    f_mark = (f[middle - 1] * wr + f[middle] * wl) / (wl + wr)
    gradient = (f[middle] - f[middle - 1]) / (0.5 * (wl + wr))
    shift = width[:middle].sum() - half
    area = np.sum((f[:middle] - left_fraction) * width[:middle])
    integral = shift * (f_mark - left_fraction) - area   # integral of z df
    return dict(f=f_mark, g=gradient, z=shift, I=integral,
                D=-integral / (2 * gradient), Delta=shift / (2 * gradient))


def error_factor(r, rho=0.0):
    return np.sqrt((r**2 + 1) / 2 - rho * (r**2 - 1) / 2)


ratio, eps = 9.0, 0.10
slow, fast = 1.0, ratio
D_mid, Delta = (fast + slow) / 2, fast - slow

# Simulated couple, first centred on 0.5, then moved to put the marker at 0.5
mean, step = 0.5, 0.2
first = anneal(fast, slow, mean + step / 2, mean - step / 2)
run = first
for _ in range(2):
    mean -= run["f"] - 0.5
    run = anneal(fast, slow, mean + step / 2, mean - step / 2)
assert abs(run["f"] - 0.5) < 1e-4
slow_found = run["D"] - (1 - run["f"]) * run["Delta"]
fast_found = run["D"] + run["f"] * run["Delta"]
assert abs(run["D"] / D_mid - 1) < 0.003
assert abs(run["Delta"] / Delta - 1) < 0.003
assert abs(slow_found / slow - 1) < 0.01      # mesh error is amplified here
assert abs(fast_found / fast - 1) < 0.003
assert run["z"] < 0                          # towards the A-rich (left) side
coarse = anneal(fast, slow, mean + step / 2, mean - step / 2, cells=200)
slow_coarse = coarse["D"] - (1 - coarse["f"]) * coarse["Delta"]
mesh_shift = slow_found - slow_coarse
assert abs(mesh_shift) < 0.02

# Bias when the marker is off 0.5 but 0.5 is used
first_slow = first["D"] - (1 - first["f"]) * first["Delta"]
assert abs(first_slow / slow - 1) < 0.01
bias_composition = (first["D"] - 0.5 * first["Delta"]) / slow - 1

# Unequal molar volumes: volume fractions, not mole fractions, are the weights
V_A, V_B = 7.1, 6.6
vol = anneal(fast, slow, mean + step / 2, mean - step / 2, V_A, V_B)
x_mark = (vol["f"] / V_A) / (vol["f"] / V_A + (1 - vol["f"]) / V_B)
slow_volume = vol["D"] - (1 - vol["f"]) * vol["Delta"]
slow_mole = vol["D"] - (1 - x_mark) * vol["Delta"]
assert abs(slow_volume / slow - 1) < 0.01
assert abs(slow_mole / slow - 1) > 0.10
bias_volume = slow_mole / slow - 1

# Random errors, inverted by a numerical linear solve
rng = np.random.default_rng(7)
n = 1_000_000
darken = np.array([[0.5, 0.5], [1.0, -1.0]])   # (D_A, D_B) -> (D, Delta)
for r in (2.0, 9.0):
    centre = darken @ np.array([r, 1.0])
    for rho in (0.0, 0.5, 1.0):
        u, w = rng.standard_normal((2, n))
        w = rho * u + np.sqrt(1 - rho**2) * w
        data = centre[:, None] * (1 + eps * np.array([u, w]))
        D_a, D_b = np.linalg.solve(darken, data)
        assert abs(D_b.std() / (eps * error_factor(r, rho)) - 1) < 0.005
        if r == ratio and rho == 0.0:
            sampled_slow, sampled_fast = D_b.std(), D_a.std() / r
            sampled_negative = np.mean(D_b < 0)
            low, high = np.quantile(D_b / D_a, [0.16, 0.84])
error_slow = eps * error_factor(ratio)
error_fast = error_slow / ratio
negative = norm.cdf(-1 / error_slow)
assert abs(sampled_fast / error_fast - 1) < 0.005
assert abs(sampled_negative - negative) < 0.0015
u, w = rng.uniform(-np.sqrt(3), np.sqrt(3), (2, n))   # non-Gaussian errors
flat = np.linalg.solve(darken, np.array([D_mid * (1 + eps * u),
                                         Delta * (1 + eps * w)]))[1]
assert abs(flat.std() / error_slow - 1) < 0.005


def shared_gradient_error(total):
    """Half of each variance comes from the gradient used by both data."""
    e = total / np.sqrt(2) * rng.standard_normal((3, n))
    g = run["g"] * (1 + e[0])
    D_s = -run["I"] * (1 + e[1]) / (2 * g)
    Delta_s = run["z"] * (1 + e[2]) / (2 * g)
    return np.std(D_s - 0.5 * Delta_s) / slow_found


# small errors for the test, because division by the gradient is nonlinear
assert abs(shared_gradient_error(0.01) / (0.01 * error_factor(9.0, 0.5)) - 1) < 0.02
shared_full = shared_gradient_error(eps)

# Measuring the ratio itself instead of the difference
ratio_factor = np.sqrt(1 + (ratio / (1 + ratio)) ** 2)
u, w = 0.01 * rng.standard_normal((2, n))
by_ratio = 2 * D_mid * (1 + u) / (1 + ratio * (1 + w))
assert abs(by_ratio.std() / (0.01 * ratio_factor) - 1) < 0.01

# Engineering units
unit_D = 1e-11                                # cm2/s
hours = 100.0
length_um = np.sqrt(unit_D * hours * constants.hour) * 1e4
marker_um = abs(run["z"]) * length_um
T, dT, Q = 1273.0, 5.0, 2.4                   # K, K, eV (Q rough)
k_eV = constants.k / constants.e
furnace = np.exp(Q / k_eV * (1 / T - 1 / (T + dT))) - 1

print("INPUTS")
print(f"intrinsic ratio r = {ratio:.0f}; error of each datum = {100*eps:.0f} %")
print(f"interdiffusivity = {D_mid*unit_D:.2e} cm2/s")
print(f"intrinsic difference = {Delta*unit_D:.2e} cm2/s")
print(f"fast, slow diffusivity = {fast*unit_D:.2e}, {slow*unit_D:.2e} cm2/s")
print(f"anneal = {hours:.0f} h at {T:.0f} K")
print("SIMULATED COUPLE")
print(f"end fractions of A = {mean+step/2:.4f}, {mean-step/2:.4f}")
print(f"fraction of A at marker = {run['f']:.5f}")
print(f"diffusion length sqrt(4Dt) = {np.sqrt(4*D_mid)*length_um:.1f} um")
print(f"marker shift to A-rich side = {marker_um:.2f} um")
print(f"10 % of marker shift = {0.1*marker_um:.2f} um")
print(f"gradient of A fraction at marker = {abs(run['g'])/length_um:.3e} per um")
print(f"recovered interdiffusivity = {run['D']*unit_D:.4e} cm2/s")
print(f"recovered difference = {run['Delta']*unit_D:.4e} cm2/s")
print(f"recovered fast diffusivity = {fast_found*unit_D:.4e} cm2/s")
print(f"recovered slow diffusivity = {slow_found*unit_D:.4e} cm2/s")
print(f"slow value, 200 to 400 cells: shift = {100*mesh_shift:.3f} %")
print("ERROR OF THE SLOW DIFFUSIVITY")
print(f"part from interdiffusivity = {100*eps*D_mid/slow:.1f} %")
print(f"part from difference = {100*eps*Delta/2/slow:.1f} %")
print(f"amplification factor = {error_factor(ratio):.3f}")
print(f"relative error, formula = {100*error_slow:.1f} %")
print(f"relative error, sampled = {100*sampled_slow:.1f} %")
print(f"absolute error = {error_slow*slow*unit_D:.2e} cm2/s")
print(f"relative error of fast diffusivity = {100*error_fast:.2f} %")
print(f"chance of negative slow value (Gaussian) = {100*negative:.1f} %")
print(f"central 68 % of inferred ratio = {1/high:.1f} to {1/low:.1f}")
print(f"input error for 10 % slow error = {10/error_factor(ratio):.2f} %")
print("CORRELATION AND REMEDY")
for rho in (0.5, 1.0):
    print(f"error at correlation {rho:.1f} = {100*eps*error_factor(ratio, rho):.1f} %")
print(f"shared gradient, sampled at 10 % errors = {100*shared_full:.1f} %")
print(f"error if ratio is measured to 10 % = {100*eps*ratio_factor:.1f} %")
print("NEGLECTED EFFECTS ON THE SLOW DIFFUSIVITY")
print(f"marker fraction in couple centred on 0.5 = {first['f']:.4f}")
print(f"bias from using 0.5 there = {100*bias_composition:.1f} %")
print(f"molar volumes A, B = {V_A}, {V_B} cm3/mol")
print(f"bias from mole-fraction weights = {100*bias_volume:.1f} %")
print(f"bias per 1 % of marker shift lost = {Delta/2/slow:.1f} %")
print(f"furnace {dT:.0f} K too hot, Q = {Q} eV: common rise = {100*furnace:.1f} %")
print("every check passed")
```

Printed output:

```
INPUTS
intrinsic ratio r = 9; error of each datum = 10 %
interdiffusivity = 5.00e-11 cm2/s
intrinsic difference = 8.00e-11 cm2/s
fast, slow diffusivity = 9.00e-11, 1.00e-11 cm2/s
anneal = 100 h at 1273 K
SIMULATED COUPLE
end fractions of A = 0.5928, 0.3928
fraction of A at marker = 0.50000
diffusion length sqrt(4Dt) = 84.9 um
marker shift to A-rich side = 7.64 um
10 % of marker shift = 0.76 um
gradient of A fraction at marker = 1.327e-03 per um
recovered interdiffusivity = 4.9995e-11 cm2/s
recovered difference = 7.9992e-11 cm2/s
recovered fast diffusivity = 8.9990e-11 cm2/s
recovered slow diffusivity = 9.9989e-12 cm2/s
slow value, 200 to 400 cells: shift = 0.033 %
ERROR OF THE SLOW DIFFUSIVITY
part from interdiffusivity = 50.0 %
part from difference = 40.0 %
amplification factor = 6.403
relative error, formula = 64.0 %
relative error, sampled = 64.0 %
absolute error = 6.40e-12 cm2/s
relative error of fast diffusivity = 7.11 %
chance of negative slow value (Gaussian) = 5.9 %
central 68 % of inferred ratio = 5.5 to 24.4
input error for 10 % slow error = 1.56 %
CORRELATION AND REMEDY
error at correlation 0.5 = 45.8 %
error at correlation 1.0 = 10.0 %
shared gradient, sampled at 10 % errors = 46.1 %
error if ratio is measured to 10 % = 13.5 %
NEGLECTED EFFECTS ON THE SLOW DIFFUSIVITY
marker fraction in couple centred on 0.5 = 0.5073
bias from using 0.5 there = -5.9 %
molar volumes A, B = 7.1, 6.6 cm3/mol
bias from mole-fraction weights = -14.6 %
bias per 1 % of marker shift lost = 4.0 %
furnace 5 K too hot, Q = 2.4 eV: common rise = 8.9 %
every check passed
```
